Critical radius and threshold thickness for a crystal nucleus spanning an amorphous film

**1. Scaling fixes the form**

An amorphous oxide film of thickness t lies between a lower layer and a cap. An upright crystalline cylinder of radius r reaches from one face to the other. Its energy has two kinds of term. The side wall has area 2πrt, so its cost is proportional to r. The crystal volume and the two end faces are both proportional to the footprint πr². The energy of forming the cylinder is therefore

G(r) = a r − b r².

With a in energy per length and b in energy per area, the available length is a/b and the available energy is a²/b. The critical radius and barrier must be numerical multiples of these. The wall energy γ enters only a; the end faces enter only b, where they compete with the volume term. A threshold thickness for this shape is thus the thickness at which b vanishes, and it cannot depend on γ. The wall energy returns in section 4, where other shapes are admitted.

**2. Energy, critical radius and barrier**

Let g > 0 be the free energy released per unit volume on crystallisation, at the anneal temperature. Let γ > 0 be the energy per area of the crystal/amorphous wall. For face i, with i = 1 below and i = 2 above, define

s_i = γ(crystal/i) − γ(amorphous/i),  S = s₁ + s₂.

A positive s_i means that the face prefers the amorphous oxide. Interfaces are sharp, faces are flat, γ is isotropic, composition is fixed and strain is neglected until section 7.

For a film of area A, the amorphous state has face energy A[γ(amorphous/1) + γ(amorphous/2)]. With a cylinder present, the area πr² at each face changes from amorphous to crystal. Subtracting the two film energies cancels A and leaves

G(r) = 2πrtγ − πr²tg + πr²S
  = 2πrtγ − πr²(gt − S).

So a = 2πtγ and b = π(gt − S). Differentiation gives

dG/dr = 2πtγ − 2πr(gt − S),
d²G/dr² = −2π(gt − S).

If gt > S, the first derivative vanishes at

r* = γt/(gt − S) = γ/(g − S/t),

and the negative second derivative makes this a maximum. Smaller cylinders lower their energy by shrinking, larger ones by growing. Substitution gives the barrier:

G* = 2πtγ·γt/(gt − S) − π(gt − S)·γ²t²/(gt − S)²
  = πγ²t²/(gt − S).

The energy returns to zero at r = a/b = 2r*. A cylinder between r* and 2r* already grows downhill, although its energy is still above that of the amorphous film.

**3. The threshold for cylinders**

If S > 0, the coefficient gt − S changes sign at

t_c = S/g.

For t < t_c both terms of G are positive and G rises with r. At t = t_c the quadratic term vanishes and G = 2πrtγ, which still rises. In neither case is there a critical radius. The same threshold follows from comparing a fully crystalline film with a fully amorphous one: their energy difference per area is S − gt.

For t → ∞, r* tends to γ/g. This is half the radius 2γ/g of a critical sphere, because a cylinder wall has one nonzero principal curvature and a sphere has two. If S < 0, the faces favour the crystal, r* = γ/(g + |S|/t) falls as the film is thinned, and no positive threshold exists.

**4. When the threshold forbids every shape**

Showing that cylinders cannot grow does not show that crystals cannot. The stronger statement needs the condition

s₁ ≤ γ and s₂ ≤ γ.

Take a crystal of any shape in the film and cut it by vertical lines. Each line meets the crystal in one or more segments, each of length L ≤ t. The lower end of a segment lies either on face 1, at cost s₁ per area, or on a free wall. A wall element of area dW has horizontal projection dA ≤ dW, so its cost γdW is at least γdA, and hence at least s₁dA. The upper end likewise costs at least s₂dA. Vertical pieces of wall have no projection and add a positive cost. Summing over segments,

G ≥ ∫ (S − gL) dA ≥ ∫ (S − gt) dA.

For t < t_c the right side is positive. No crystal of any shape then has lower energy than the amorphous film. Small crystalline fluctuations may still appear, but they cannot lead to a crystalline state of lower energy.

The condition on s_i matters. Suppose s₁ > γ. A wide flat crystal can leave a thin amorphous layer of thickness δ at face 1 and pay γ there instead of s₁. Away from its rim its energy per area is

−g(t − δ) + γ + s₂.

As δ → 0 this becomes negative once t exceeds (γ + s₂)/g, which is less than S/g. Repeating the column argument with the cheaper option at each end gives the general threshold

t_c = [min(s₁, γ) + min(s₂, γ)]/g,

provided the sum is positive. It follows that

t_c ≤ 2γ/g.

In the continuum model the faces cannot push the threshold beyond this length, however strongly they reject the crystal. The limit δ → 0 belongs to that model; a real amorphous layer has at least atomic thickness. With one layer of thickness δ at face 1, the threshold is (γ + s₂)/g + δ, or S/g if that is smaller.

A case with s₁ = 3.0, s₂ = 1.4, γ = 2 eV/nm² and g = 5 eV/nm³ shows the difference. The sum S/g would give 0.88 nm, whereas the continuum threshold is 0.68 nm. A layer 0.2 nm thick would already bring it back to 0.88 nm. In a film of 0.80 nm, a spanning disc of radius 100 nm has G = +13572 eV. The same disc with a gap of 0.01 nm at the lower face has G = −16286 eV.

**5. Approach to the threshold**

With S = gt_c the cylinder barrier reads

G* = (πγ²/g) t²/(t − t_c).

The derivative of the last factor is

d/dt [t²/(t − t_c)] = [2t(t − t_c) − t²]/(t − t_c)²
  = t(t − 2t_c)/(t − t_c)².

The barrier is therefore least at t = 2t_c, where

r* = 2γ/g,  G* = 4πγ²t_c/g.

It diverges as t falls to t_c. One may ask whether this divergence is produced by the assumed straight wall. It is not, as the following calculation shows for |s_i| < γ.

Near t_c the critical nucleus is much wider than the film is thick, so its edge may be treated as a straight front with profile x(z). At t = t_c the front energy per unit length is

τ = ∫ [γ√(1 + x′²) − gx] dz + s₁x₁ + s₂x₂,

where x₁ and x₂ are the positions of the front at the two faces. Shifting the whole front changes τ by S − gt_c = 0 per unit shift, so τ does not depend on where x is measured from. The stationary condition inside the film is

d/dz [γx′/√(1 + x′²)] = −g.

Its solution is a circular arc of radius ℓ = γ/g. The end conditions place the faces at distances ℓm_i from the centre of the circle, where m_i = s_i/γ. These distances add up to ℓ(m₁ + m₂) = S/g = t_c, as they must. Since √(1 + x′²) is convex in x′ and the other terms are linear in x, the arc is the profile of least energy.

To evaluate τ, put the centre of the circle at x = 0. Then x_i = ℓ√(1 − m_i²), the arc length is ℓΣ asin m_i, and

∫ x dz = (ℓ²/2) Σ [asin m_i + m_i√(1 − m_i²)].

Using gℓ = γ and s_i = γm_i,

τ = γℓ Σ {asin m_i − ½[asin m_i + m_i√(1 − m_i²)] + m_i√(1 − m_i²)}
  = ½γℓ Σ [asin m_i + m_i√(1 − m_i²)].

This is positive when S > 0: the function in the bracket is odd and increasing, so a positive m₁ + m₂ gives a positive sum. A wide round nucleus has, to leading order near the threshold,

G ≈ 2πrτ − πr²(gt − S),

with maximum πτ²/(gt − S). Relaxing the wall changes the coefficient of the divergence but not its position.

**6. Curved walls and competing nuclei**

A free wall is stationary when γ times the sum of its two principal curvatures equals g. For a sphere this means 2γ/R = g, so R = 2γ/g. At a face, moving the contact line outward by dx changes the energy per unit length of line by (s_i + γcosθ_i)dx, where θ_i is measured through the crystal. Hence

cosθ_i = −s_i/γ = −m_i.

A sphere whose centre lies inside the film at distance d_i from face i meets that face with cosθ_i = −d_i/R. The condition is therefore d_i = Rm_i. Both faces can be satisfied by one sphere if

t = R(m₁ + m₂) = 2S/g = 2t_c.

At this thickness the curved nucleus can be treated in closed form, for 0 ≤ m_i < 1. Its geometry is

wall area = 2πRt,
contact area at face i = π(R² − d_i²),
volume = π[R²t − (d₁³ + d₂³)/3].

Its energy is

G_cut = 2πγRt − πgR²t + (πg/3)Σd_i³ + πΣs_i(R² − d_i²).

Since gR = 2γ, the first two terms cancel. With d_i = Rm_i and s_i = γm_i,

G_cut = πγR² Σ [(2/3)m_i³ + m_i − m_i³]
  = πγR² Σ (m_i − m_i³/3).

The cylinder at the same thickness has G* = 4πγ²t_c/g = πγR²Σm_i. It is too high by πγR²Σm_i³/3, a small correction for nearly neutral faces and a substantial one for m_i near 1.

In thicker films a cap on one face can form without touching the other. Let its sphere have radius q, with the centre a distance qm from the face. With P = 2 + 3m − m³, its volume is πq³P/3, and its wall and contact energies add up to

2πq²(1 + m)γ + πq²(1 − m²)γm = πγq²P.

Thus G = P(πγq² − πgq³/3). The maximum is at q = 2γ/g = R, with

G_cap = (P/4)·16πγ³/(3g²),  P = (1 + m)²(2 − m).

Setting m = 1 gives the free sphere. A critical cap fits if its height R(1 + m) is less than t. Once it fits, it offers a barrier independent of thickness. The unlimited rise of the cylinder barrier with thickness is then a property of the cylinder, not of the film.

**7. Example: a thin hafnium-oxide-like gate film**

The film has t = 1.2 nm and is annealed at 800 K. The round parameters are g = 5 eV/nm³, γ = 2 eV/nm², s₁ = 4.6 − 3.0 = 1.6 eV/nm² and s₂ = 5.4 − 4.0 = 1.4 eV/nm². Both s_i are below γ, so the threshold applies to every shape:

t_c = 3.0/5 = 0.60 nm (6.0 Å).

The bound 2γ/g is 0.80 nm. The film is above both. Its net gain is gt − S = 6.0 − 3.0 = 3.0 eV/nm², and the cylinder result is

r* = 2 × 1.2/3.0 = 0.80 nm,
G* = π × 2² × 1.2²/3.0 = 6.03 eV (9.66 × 10⁻¹⁹ J).

With g, γ and s_i held fixed, the thickness dependence is:

t = 0.65 nm: r* = 5.2 nm, G* = 21.2 eV
t = 0.80 nm: r* = 1.6 nm, G* = 8.0 eV
t = 1.20 nm: r* = 0.80 nm, G* = 6.0 eV
t = 2.00 nm: r* = 0.57 nm, G* = 7.2 eV

The all-shape statement was tested on 4000 random bodies of revolution, with mean radii from 0.1 to 100 nm, touching neither, one or both faces. At t = 0.95t_c the lowest energy was +0.19 eV. At 1.05t_c it was −3765 eV, from a wide crystal.

The chosen thickness is 2t_c, so the cut sphere applies. With R = 0.80 nm, m₁ = 0.8 and m₂ = 0.7,

G_cut = π × 2 × 0.8² × [1.5 − (0.512 + 0.343)/3] = 4.89 eV.

The cylinder barrier is 23% above this value. Deforming the cut sphere's wall by six independent axisymmetric polynomials gave one unstable direction, as expected of a nucleation saddle. The critical caps would be 1.44 and 1.36 nm high and the free sphere 1.60 nm across, so none fits in this film. In a thick film the upper cap has a barrier of 5.04 eV. For these parameters, thinning a thick film to 1.2 nm therefore does not raise the barrier; strong suppression requires a closer approach to t_c. Solving the free-wall condition numerically gives curved barriers of 5.08, 5.48 and 6.48 eV at t = 1.0, 0.9 and 0.8 nm.

At 800 K, kT = 0.0689 eV, and the cut-sphere barrier is 71 kT. A rough count of nuclei takes 28 metal atoms per nm³ as sites, an attempt rate of 10¹³ per second and an anneal of 60 s. It gives 0.3 nuclei per cm² for the cut sphere and 2 × 10⁻⁸ for the cylinder. The count omits the activation energy of atomic jumps, which would lower it. The film is thus allowed to crystallise but may remain amorphous during the anneal. The difference between the two counts shows why the cylinder barrier should not be used for rates.

The neglected effects are large on this scale. Suppose first that the crystal is held at an in-plane strain ε by densification, while its thickness is free to relax. The stress is Yε/(1 − ν) in two directions, so the stored energy density is

w = Yε²/(1 − ν),

and g is replaced by g − w. With Y = 200 GPa and ν = 0.3, a strain of 2% gives w = 0.71 eV/nm³ and t_c = 0.70 nm. A strain of 3% gives 1.60 eV/nm³ and 0.88 nm, and raises the cylinder barrier to 16.8 eV. The corresponding stresses are 5.7 and 8.6 GPa, very large for an oxide film, which may relieve them by flow or cracking. The estimate suits a wide, fully clamped crystal; around a small nucleus the amorphous matrix also deforms. A disc in a freely deforming sheet of the same moduli stores only Yε²/2, which at 3% is 0.56 eV/nm³ and gives a cylinder barrier of 7.8 eV.

Other changes, each made alone to the unstrained cylinder, are as follows. Raising γ by 20% at fixed s_i gives G* = 8.7 eV. Replacing γ by γ/(1 + λ/r), with λ = 0.1 nm, gives 4.7 eV. Taking g proportional to T_m − T, with T_m = 3000 K, reduces it to 3.86 eV/nm³ at 1300 K. If the interface energies stay fixed, t_c becomes 0.78 nm and G* becomes 11.1 eV.

**Comparison with real gate stacks.** Hafnium oxide gate films are roughly 1 to 3 nm thick, and anneals can reach about 1300 K, so the geometry and temperatures are realistic. The energies are of plausible size but are not fitted to a particular stack; the interface energies are the least certain, and g matters as well. The value g = 5 eV/nm³ corresponds to a latent heat of about 24 kJ/mol in the linear law. A latent heat of 33 kJ/mol would give g = 7.0 eV/nm³, t_c = 0.43 nm and a cylinder barrier of 3.3 eV at 800 K, low enough for the count to far exceed one nucleus per cm². The threshold of 0.6 nm is close to one crystal unit cell, and the critical cylinder holds only about 68 metal atoms, so sharp interfaces and bulk energies are questionable. Among the changes listed above, the 3% strain has the largest effect on the cylinder barrier if the crystal is fully clamped, but not if the surrounding film can deform freely. The 1300 K estimate also gives a barrier larger in units of kT than at 800 K, while hotter anneals in practice promote crystallisation. For these parameters faster atomic jumps do not explain this difference. The count already assumes jumps without an activation energy, and at 1300 K it still gives far less than one nucleus per cm²: the curved nucleus has a barrier of 8.9 eV, or 80 kT, and gives 5 × 10⁻⁵. This margin is small on the scale of the inputs, since a γ lower by 10% at fixed s_i raises the same count to 7 × 10³. With fixed interface energies and a linear law for g, the example therefore does not describe how real films respond to heating.

**8. Use in a calculation**

First compare each s_i with γ, and replace it by γ in the threshold if it is larger. For a real film this replacement gives a low estimate of the threshold, because the amorphous layer left at that face has a finite thickness (section 4). Then compute t_c with g at the anneal temperature, reduced by the strain energy if that is known. If t < t_c, the amorphous film has the lower energy within this model, for the stated composition and crystal phase. A change of phase or a reaction with a neighbouring layer requires new values of g and s_i.

If t > t_c, r* and G* describe the cylinder, provided S is computed with the same replacements. At a face where s_i was replaced by γ, the cylinder is then separated from the face by a vanishingly thin amorphous layer. Its barrier is an upper bound on the lowest barrier in the continuum model, because growing a cylinder from zero radius is one possible path. For a rate, use a curved nucleus and check whether caps fit. A film that stays amorphous during an anneal does not by itself show that t < t_c: the example stays above its threshold and still forms few nuclei. The remaining values are in the numerical output.

Computed values

```
driving force g = 5.00 eV/nm^3
wall energy gamma = 2.00 eV/nm^2
amorphous face energies = [3. 4.] eV/nm^2
crystal face energies = [4.6 5.4] eV/nm^2
s_1, s_2, S = 1.60, 1.40, 3.00 eV/nm^2
film thickness t = 1.20 nm
threshold t_c = 0.600 nm = 6.00 angstrom
largest possible t_c, 2 gamma/g = 0.800 nm
net gain g t - S = 3.000 eV/nm^2
critical radius r* = 0.800 nm
radius where G returns to zero = 1.600 nm
cylinder barrier G* = 6.032 eV = 9.664e-19 J
thickness of least cylinder barrier = 1.200 nm
t = 0.65 nm: r* = 5.200 nm, G* = 21.24 eV
t = 0.70 nm: r* = 2.800 nm, G* = 12.32 eV
t = 0.80 nm: r* = 1.600 nm, G* = 8.04 eV
t = 1.00 nm: r* = 1.000 nm, G* = 6.28 eV
t = 1.20 nm: r* = 0.800 nm, G* = 6.03 eV
t = 1.50 nm: r* = 0.667 nm, G* = 6.28 eV
t = 2.00 nm: r* = 0.571 nm, G* = 7.18 eV
random bodies, t = 0.95 t_c: lowest G = 0.1877 eV
random bodies, t = 1.05 t_c: lowest G = -3765.4 eV
costly face s_1 = 3.0 eV/nm^2, test t = 0.80 nm
  naive, true threshold = 0.88, 0.68 nm
  disc radius = 100 nm, amorphous gap = 0.01 nm
  G spanning, with gap = 13572, -16286 eV
cut sphere: R = 0.800 nm, barrier = 4.886 eV
  contact radii = 0.480, 0.571 nm
  unstable axisymmetric modes = 1
  cylinder excess over it = 23.5 %
free sphere: diameter 1.60 nm, barrier 5.362 eV
cap on lower face: height 1.44 nm, barrier 5.212 eV
cap on upper face: height 1.36 nm, barrier 5.036 eV
Young modulus = 200 GPa, Poisson = 0.3
strain 2 %: energy 0.71 eV/nm^3, t_c 0.700 nm, G* 8.4 eV
strain 3 %: energy 1.60 eV/nm^3, t_c 0.884 nm, G* 16.8 eV
melting temperature in linear law for g = 3000 K
at 1300 K: g = 3.86 eV/nm^3, t_c = 0.776 nm
  r* = 1.47 nm, G* = 11.1 eV
wall-curvature length = 0.1 nm: G* = 4.69 eV
gamma 20 % larger: G* = 8.69 eV
metal density = 28 per nm^3
metal atoms in critical cylinder = 68
kT at 800 K = 0.0689 eV
G*/kT: cylinder 87.5, cut sphere 70.9
attempt rate = 1e+13 per s, anneal = 60 s
nuclei per cm^2, cylinder barrier = 2.0e-08
nuclei per cm^2, cut-sphere barrier = 3.4e-01
gamma in other units = 0.320 J/m^2
```
